# Real and complex RHF orbitals for two near-degenerate levels: test program

```python
"""
Result under test: two electrons share one orbital phi = c a + s b, with a, b
real and of different symmetry.  With J=(aa|bb), K=(ab|ab) and the canonical
RHF gap = eps_b - eps_a (a doubly occupied), the determinant a^2 is unstable to
imaginary mixing exactly when gap < J - K.  At exact degeneracy the closed-shell
minimum is (a +- i b)/sqrt(2).
Symbols: Jaa=(aa|aa), Jbb=(bb|bb), split = h_b - h_a,
D = split + (Jbb-Jaa)/2, M = (Jaa+Jbb-2J)/4, z = |c|^2 - |s|^2.
gamma is the density matrix of one spin.  Model energies are in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import minimize
from pyscf import gto, scf, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def integrals(Jaa, Jbb, J, K):
    eri = np.zeros((2, 2, 2, 2))
    eri[0, 0, 0, 0], eri[1, 1, 1, 1] = Jaa, Jbb
    eri[0, 0, 1, 1] = eri[1, 1, 0, 0] = J
    for p, q in ((0, 1), (1, 0)):
        for r, t in ((0, 1), (1, 0)):
            eri[p, q, r, t] = K
    return eri


def pair_energy(h, eri, up, down):
    """Energy of one up-spin and one down-spin electron, from the definition."""
    one = np.vdot(up, h @ up) + np.vdot(down, h @ down)
    rho_up = np.outer(up.conj(), up)
    rho_down = np.outer(down.conj(), down)
    return (one + np.einsum("pqrs,pq,rs->", eri, rho_up, rho_down)).real


def orbital(theta, chi=0.0):
    return np.array([np.cos(theta), np.exp(1j * chi) * np.sin(theta)])


def closed_energy(h, eri, phi):
    return pair_energy(h, eri, phi, phi)


def coulomb_exchange(eri):
    """Matrix that maps gamma to 2*Coulomb - exchange."""
    n = eri.shape[0]
    g = 2 * eri.transpose(0, 1, 3, 2) - eri.transpose(0, 3, 1, 2)
    return np.ascontiguousarray(g).reshape(n * n, n * n)


def fock(h, g, gamma):
    f = h + (g @ gamma.real.ravel()).reshape(h.shape)
    if np.iscomplexobj(gamma):
        f = f + 1j * (g @ gamma.imag.ravel()).reshape(h.shape)
    return f


def run_scf(h, g, gamma, pairs, mix=1.0, steps=3000, tol=1e-8):
    for count in range(1, steps + 1):
        eps, vec = np.linalg.eigh(fock(h, g, gamma))
        new = vec[:, :pairs] @ vec[:, :pairs].conj().T
        if np.linalg.norm(new - gamma) < tol:
            break
        gamma = gamma + mix * (new - gamma)
    f = fock(h, g, new)
    assert np.linalg.norm(f @ new - new @ f) < 1e-6
    energy = np.trace(new @ (h + f)).real
    return energy, new, eps[pairs] - eps[pairs - 1], count


def curvature(function, step=1e-3):
    return (function(step) - 2 * function(0.0) + function(-step)) / step**2


def lowest_complex(h, eri):
    def energy(v):
        return closed_energy(h, eri, orbital(*v))
    runs = [minimize(energy, start, method="BFGS")
            for start in ((0.4, 0.7), (1.1, 2.0), (0.8, 1.2))]
    best = min(runs, key=lambda r: r.fun)
    return best.fun, orbital(*best.x)


def lowest_real(h, eri):
    grid = np.linspace(0, np.pi, 2001)
    return min(closed_energy(h, eri, orbital(t)) for t in grid)


def two_electron_hamiltonian(h, eri):
    one = np.kron(h, np.eye(2)) + np.kron(np.eye(2), h)
    return one + eri.transpose(0, 2, 1, 3).reshape(4, 4)


def energy_spread(hamiltonian, state):
    mean = np.vdot(state, hamiltonian @ state).real
    return np.linalg.norm(hamiltonian @ state - mean * state)


# ---------- near-degenerate model ----------
Jaa, Jbb, J, K = 12.0, 11.0, 9.0, 1.0
eri = integrals(Jaa, Jbb, J, K)
g = coulomb_exchange(eri)
M = (Jaa + Jbb - 2 * J) / 4
print(f"model Jaa, Jbb, J, K = {Jaa:.1f}, {Jbb:.1f}, {J:.1f}, {K:.1f} eV")
print(f"model M = {M:.3f} eV")
print(f"thresholds J-3K, J-K, J+K = {J-3*K:.1f}, {J-K:.1f}, {J+K:.1f} eV")
rng = np.random.default_rng(4)
for split in (4.0, 2.0, 0.6):
    h = np.diag([0.0, split])
    D = split + (Jbb - Jaa) / 2
    E0 = split + (Jaa + Jbb + 2 * J) / 4
    f = fock(h, g, np.diag([1.0, 0.0]))
    gap = f[1, 1] - f[0, 0]
    # energy landscape on random complex orbitals
    for _ in range(10):
        phi = rng.normal(size=2) + 1j * rng.normal(size=2)
        phi /= np.linalg.norm(phi)
        x = 2 * (phi[0].conj() * phi[1]).real
        z = abs(phi[0])**2 - abs(phi[1])**2
        formula = E0 - D * z + M * z**2 + K * x**2
        assert abs(closed_energy(h, eri, phi) - formula) < 1e-10
    # curvatures at a^2 from finite differences
    imag = curvature(lambda t: closed_energy(h, eri, orbital(t, np.pi / 2)))
    real = curvature(lambda t: closed_energy(h, eri, orbital(t)))
    spin = curvature(lambda t: pair_energy(h, eri, orbital(t), orbital(-t)))
    assert abs(imag - 4 * (gap - J + K)) < 1e-3
    assert abs(real - 4 * (gap - J + 3 * K)) < 1e-3
    assert abs(spin - 4 * (gap - J - K)) < 1e-3
    # one undamped SCF step acting on a small admixture
    growth = []
    for seed in (1e-4j, 1e-4):
        phi = np.array([1.0, seed]) / np.sqrt(1 + abs(seed)**2)
        vec = np.linalg.eigh(fock(h, g, np.outer(phi, phi.conj())))[1][:, 0]
        growth.append((vec[1] / vec[0] / seed).real)
    assert abs(growth[0] - (J - K) / gap) < 1e-5
    assert abs(growth[1] - (J - 3 * K) / gap) < 1e-5
    # global minima by numerical search
    e_a = closed_energy(h, eri, orbital(0.0))
    e_complex, phi = lowest_complex(h, eri)
    e_real = lowest_real(h, eri)
    z_num = abs(phi[0])**2 - abs(phi[1])**2
    z_min = min(1.0, D / (2 * M))
    assert abs(z_num - z_min) < 1e-3
    assert abs(e_a - e_complex - M * (1 - z_min)**2) < 1e-5
    assert (e_a - e_complex > 1e-4) == (gap < J - K)
    print(f"h_b-h_a = {split:.1f} eV: gap = {gap:.2f} eV, D = {D:.2f} eV")
    print(f"  curvature imag, real, spin = {imag:.2f}, {real:.2f}, "
          f"{spin:.2f} eV/rad^2")
    print(f"  SCF growth factor imag, real = {growth[0]:.4f}, {growth[1]:.4f}")
    print(f"  z at minimum = {z_num:.3f}, weight of b = {(1-z_num)/2:.3f}")
    print(f"  lowering from a^2 = {e_a-e_complex:.4f} eV, "
          f"from best real = {e_real-e_complex:.4f} eV")
    if gap < J - K:
        t = 0.05
        seed = orbital(t, np.pi / 2)
        e_scf, gam, gap_min, _ = run_scf(h, g, np.outer(seed, seed.conj()), 1)
        assert abs(e_scf - e_complex) < 1e-6
        assert abs(gap_min - (J - K)) < 1e-5
        print(f"  SCF from imaginary seed: gap at minimum = {gap_min:.4f} eV")
    if gap < J - 3 * K:
        z_real = D / (2 * (M - K))
        theta = np.arccos(z_real) / 2
        assert abs(closed_energy(h, eri, orbital(theta)) - e_real) < 1e-4
        turn = curvature(lambda c: closed_energy(h, eri, orbital(theta, c)))
        assert abs(turn + 2 * K * (1 - z_real**2)) < 1e-3
        print(f"  rotated real solution: z = {z_real:.3f}, "
              f"phase curvature = {turn:.3f} eV/rad^2")

# ---------- exact degeneracy, with M above and below K ----------
for K_deg in (1.0, 2.0):
    h, eri = np.zeros((2, 2)), integrals(12.0, 12.0, 9.0, K_deg)
    M_deg = (12.0 - 9.0) / 2
    e_complex, phi = lowest_complex(h, eri)
    overlap = max(abs(np.vdot(orbital(np.pi / 4, sign * np.pi / 2), phi))
                  for sign in (1, -1))
    assert abs(overlap - 1) < 1e-6
    lowering = lowest_real(h, eri) - e_complex
    assert abs(lowering - min(M_deg, K_deg)) < 1e-4
    spread = energy_spread(two_electron_hamiltonian(h, eri), np.kron(phi, phi))
    assert abs(spread - abs(M_deg - K_deg)) < 1e-3
    print(f"degenerate model M = {M_deg:.1f}, K = {K_deg:.1f} eV: below best "
          f"real {lowering:.3f} eV, spread {spread:.3f} eV")

# ---------- O2: antibonding pi pair ----------
bond = 1.21
mol = gto.M(atom=f"O 0 0 0; O 0 0 {bond}", basis="cc-pvdz", spin=2, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
order = np.argsort(-mf.mo_occ, kind="stable")
coeff = mf.mo_coeff[:, order]
n = coeff.shape[1]
core = int(np.sum(mf.mo_occ == 2))
h_all = coeff.T @ mf.get_hcore() @ coeff
eri_all = ao2mo.kernel(mol, coeff, compact=False).reshape(n, n, n, n)
# positivity of the Coulomb interaction between charge distributions
assert np.linalg.eigvalsh(eri_all.reshape(n * n, n * n))[0] > -1e-9
g_all = coulomb_exchange(eri_all)
gamma_core = np.diag((np.arange(n) < core).astype(float))
pair = slice(core, core + 2)
h = fock(h_all, g_all, gamma_core)[pair, pair] * HARTREE_EV
eri = eri_all[pair, pair, pair, pair] * HARTREE_EV
Jaa, Jbb = eri[0, 0, 0, 0], eri[1, 1, 1, 1]
J, K = eri[0, 0, 1, 1], eri[0, 1, 0, 1]
assert abs(h[0, 0] - h[1, 1]) < 1e-3 and abs(h[0, 1]) < 1e-3
assert abs(Jaa - Jbb) < 1e-3 and abs(Jaa - J - 2 * K) < 1e-3
f = fock(h, coulomb_exchange(eri), np.diag([1.0, 0.0]))
gap = f[1, 1] - f[0, 0]
assert abs(gap - (J - 3 * K)) < 1e-3 and 0 < gap < J - K
e_complex, phi = lowest_complex(h, eri)
e_a = closed_energy(h, eri, orbital(0.0))
assert abs(e_a - e_complex - K) < 1e-3
hamiltonian = two_electron_hamiltonian(h, eri)
levels = np.linalg.eigvalsh(hamiltonian)
spread = energy_spread(hamiltonian, np.kron(phi, phi))
assert spread < 5e-3
assert abs(e_complex - levels[0] - 2 * K) < 2e-3
print(f"O2 cc-pVDZ, bond = {bond:.2f} angstrom, orbitals = {n}, core = {core}")
print(f"O2 Jaa, J, K = {Jaa:.4f}, {J:.4f}, {K:.4f} eV")
print(f"O2 frozen gap at a^2 = {gap:.4f} eV, J-K = {J-K:.4f} eV")
print(f"O2 frozen SCF growth factor imag = {(J-K)/gap:.4f}")
print(f"O2 frozen lowering by complex orbital = {e_a-e_complex:.4f} eV")
print("O2 two-electron levels above triplet = "
      + ", ".join(f"{v-levels[0]:.4f}" for v in levels) + " eV")
print(f"O2 complex determinant above triplet = {e_complex-levels[0]:.4f} eV")

# All orbitals relaxed: real start, then a small imaginary rotation of it
gamma = gamma_core.copy()
gamma[core, core] = 1.0
e_real, gamma_real, gap_real, n_real = run_scf(
    h_all, g_all, gamma, core + 1, mix=0.7)
rotation = np.zeros((n, n))
rotation[core, core + 1] = rotation[core + 1, core] = 1.0
angle = 0.05
u = expm(1j * angle * rotation)
e_cplx, gamma_cplx, gap_cplx, n_cplx = run_scf(
    h_all, g_all, u @ gamma_real @ u.conj().T, core + 1, mix=0.7)
assert e_cplx < e_real - 1e-4
populations = np.diag(gamma_cplx).real[pair]
assert abs(populations[0] - populations[1]) < 1e-4
lower = e_real - e_cplx
e_real_total = (e_real + mol.energy_nuc()) * HARTREE_EV
e_cplx_total = (e_cplx + mol.energy_nuc()) * HARTREE_EV
print(f"O2 relaxed real RHF energy = {e_real_total:.4f} eV")
print(f"O2 relaxed complex RHF energy = {e_cplx_total:.4f} eV")
print(f"O2 relaxed lowering = {lower*HARTREE_EV:.4f} eV = {lower:.6f} hartree")
print(f"O2 relaxed gap real, complex = {gap_real*HARTREE_EV:.4f}, "
      f"{gap_cplx*HARTREE_EV:.4f} eV")
print(f"O2 complex RHF above triplet ROHF = "
      f"{e_cplx_total-mf.e_tot*HARTREE_EV:.4f} eV")
print(f"O2 seed angle = {angle:.2f} rad, SCF steps real, complex = "
      f"{n_real}, {n_cplx}")
print(f"O2 complex populations of a, b per spin = "
      f"{populations[0]:.4f}, {populations[1]:.4f}")
print("success")
```

Output:

```
model Jaa, Jbb, J, K = 12.0, 11.0, 9.0, 1.0 eV
model M = 1.250 eV
thresholds J-3K, J-K, J+K = 6.0, 8.0, 10.0 eV
h_b-h_a = 4.0 eV: gap = 9.00 eV, D = 3.50 eV
  curvature imag, real, spin = 4.00, 12.00, -4.00 eV/rad^2
  SCF growth factor imag, real = 0.8889, 0.6667
  z at minimum = 1.000, weight of b = 0.000
  lowering from a^2 = 0.0000 eV, from best real = 0.0000 eV
h_b-h_a = 2.0 eV: gap = 7.00 eV, D = 1.50 eV
  curvature imag, real, spin = -4.00, 4.00, -12.00 eV/rad^2
  SCF growth factor imag, real = 1.1429, 0.8571
  z at minimum = 0.600, weight of b = 0.200
  lowering from a^2 = 0.2000 eV, from best real = 0.2000 eV
  SCF from imaginary seed: gap at minimum = 8.0000 eV
h_b-h_a = 0.6 eV: gap = 5.60 eV, D = 0.10 eV
  curvature imag, real, spin = -9.60, -1.60, -17.60 eV/rad^2
  SCF growth factor imag, real = 1.4286, 1.0714
  z at minimum = 0.040, weight of b = 0.480
  lowering from a^2 = 1.1520 eV, from best real = 0.9920 eV
  SCF from imaginary seed: gap at minimum = 8.0000 eV
  rotated real solution: z = 0.200, phase curvature = -1.920 eV/rad^2
degenerate model M = 1.5, K = 1.0 eV: below best real 1.000 eV, spread 0.500 eV
degenerate model M = 1.5, K = 2.0 eV: below best real 1.500 eV, spread 0.500 eV
O2 cc-pVDZ, bond = 1.21 angstrom, orbitals = 28, core = 7
O2 Jaa, J, K = 16.8347, 15.5416, 0.6465 eV
O2 frozen gap at a^2 = 13.6020 eV, J-K = 14.8951 eV
O2 frozen SCF growth factor imag = 1.0951
O2 frozen lowering by complex orbital = 0.6465 eV
O2 two-electron levels above triplet = 0.0000, 1.2931, 1.2931, 2.5861 eV
O2 complex determinant above triplet = 1.2931 eV
O2 relaxed real RHF energy = -4069.2578 eV
O2 relaxed complex RHF energy = -4069.9284 eV
O2 relaxed lowering = 0.6707 eV = 0.024647 hartree
O2 relaxed gap real, complex = 13.5195, 14.8503 eV
O2 complex RHF above triplet ROHF = 1.1014 eV
O2 seed angle = 0.05 rad, SCF steps real, complex = 24, 290
O2 complex populations of a, b per spin = 0.5000, 0.5000
success
```
